# Why One TE and One TM Beam Leave No Dose Fringes: verification in Python

```python
"""
Result under test: a TE and a TM plane wave with a common plane of incidence
give no lateral dose fringes in an isotropic resist, although their coherent sum
has a polarization state that is periodic in x.

Axes: x lateral, y normal to the plane of incidence, z into the resist (nm).
Time factor exp(-i w t).  theta: beam angle in resist, NA = n sin(theta).
phi: phase difference of the beams, period: lateral distance for phi = 2 pi.
Visibility = (max - min)/(max + min).  Magnetic field is scaled so that
H = curl E/(i k0).  A wave is a pair (wavevector, field vector).
C: Dill exposure constant, D: dose, conversion: fraction of acid generator used.
"""
import numpy as np
from scipy.special import erf, dawsn

wavelength = 193.0        # nm, vacuum
n_resist = 1.7
NA = 1.0
beam_dose = 10.0          # mJ/cm2 from each beam
k0 = 2*np.pi/wavelength
theta = np.arcsin(NA/n_resist)
c, s = np.cos(theta), np.sin(theta)
period = wavelength/(2*NA)
k = n_resist*k0
k1, k2 = k*np.array([s, 0, c]), k*np.array([-s, 0, c])
y = np.array([0.0, 1.0, 0.0])
tm1, tm2 = np.array([c, 0, -s]), np.array([c, 0, s])


def field(r, waves):
    r = np.asarray(r, float)
    return sum(np.exp(1j*(r @ q))[..., None]*e for q, e in waves)


def intensity(E):
    return np.sum(np.abs(E)**2, axis=-1)


def contrast(v):
    return (v.max() - v.min())/(v.max() + v.min())


def line(x, z=0.0):
    x = np.asarray(x, float)
    return np.stack([x, 0*x, 0*x + z], axis=-1)


def two_beam_visibility(qa, ea, qb, eb):
    K = qa - qb
    steps = np.linspace(0, 1, 720, endpoint=False)
    r = steps[:, None]*2*np.pi*K/(K @ K)
    return contrast(intensity(field(r, [(qa, ea), (qb, eb)])))


# --- Dose fringes for the three polarization pairs
V_te = two_beam_visibility(k1, y, k2, y)
V_tm = two_beam_visibility(k1, tm1, k2, tm2)
V_mix = two_beam_visibility(k1, y, k2, tm2)
assert abs(V_te - 1) < 1e-10
assert abs(V_tm - abs(np.cos(2*theta))) < 1e-10
assert V_mix < 1e-12
b = 0.6
assert abs(two_beam_visibility(k1, tm1, k2, b*tm2)
           - 2*b*abs(np.cos(2*theta))/(1 + b*b)) < 1e-10
assert two_beam_visibility(k1, y, k2, b*np.exp(0.7j)*tm2) < 1e-12

# --- Polarization ellipse from the real field traced through an optical cycle
mixed = [(k1, y), (k2, tm2)]
x = np.linspace(0, period, 360, endpoint=False)
E = field(line(x), mixed)
assert np.max(np.abs(E @ k2))/k < 1e-12
cycle = np.linspace(0, 2*np.pi, 360, endpoint=False)


def axis_ratio(position):
    e = field(line(position), mixed)
    trace = np.real(np.exp(-1j*cycle)[:, None]*e)
    sv = np.linalg.svd(trace, compute_uv=False)
    assert sv[2] < 1e-10*sv[0]
    return sv[1]/sv[0]


for deg in (0, 30, 60, 90):
    assert abs(axis_ratio(period*deg/360) - np.tan(np.radians(deg/2))) < 1e-9


def spin(position):
    e = field(line(position), mixed)
    return np.imag(np.cross(e.conj(), e)) @ k2/(k*intensity(e))


assert abs(spin(period/4) + spin(3*period/4)) < 1e-10
assert abs(abs(spin(period/4)) - 1) < 1e-10

# --- Two crossed oriented absorbers see opposite fringes
plus, minus = (y + tm2)/np.sqrt(2), (y - tm2)/np.sqrt(2)
I_plus, I_minus = np.abs(E @ plus)**2, np.abs(E @ minus)**2
phi = 2*np.pi*x/period
assert np.allclose(I_plus, 1 + np.cos(phi), atol=1e-11)
assert np.allclose(I_minus, 1 - np.cos(phi), atol=1e-11)
assert np.ptp(I_plus + I_minus) < 1e-11

# --- Average over all absorber directions, by quadrature on the sphere
u, wu = np.polynomial.legendre.leggauss(24)
az = np.arange(48)*2*np.pi/48
U, A = np.meshgrid(u, az, indexing="ij")
R = np.sqrt(1 - U**2)
dipoles = np.stack([R*np.cos(A), R*np.sin(A), U], -1).reshape(-1, 3)
weights = np.repeat(wu/2, 48)/48
average = np.abs(E @ dipoles.T)**2 @ weights
assert np.allclose(average, intensity(E)/3, atol=1e-12)
assert contrast(average) < 1e-12

# --- Partial coherence: phase jitter uniform in [-w, w]
jitter = 1.0              # rad
g, wg = np.polynomial.legendre.leggauss(30)


def jittered(w):
    J = np.zeros((2, 2), complex)
    for node, wt in zip(g, wg/2):
        e = field(line(11.0), [(k1, y*np.exp(1j*w*node)), (k2, tm2)])
        v = np.array([e @ y, e @ tm2])
        J += wt*np.outer(v, v.conj())
    tr, det = np.trace(J).real, np.linalg.det(J).real
    return np.sqrt(max(0.0, 1 - 4*det/tr**2)), tr


dop, dose_jitter = jittered(jitter)
assert abs(dop - np.sin(jitter)/jitter) < 1e-10
assert jittered(np.pi)[0] < 1e-6
assert abs(dose_jitter - intensity(E)[0]) < 1e-10

# --- Absorbing film on a reflecting substrate (top reflection left out)
n_film, n_sub, depth = 1.7 + 0.02j, 0.9 + 2.8j, 100.0
eps1, eps2 = n_film**2, n_sub**2
kx = NA*k0
kz1, kz2 = np.sqrt(eps1*k0**2 - kx**2), np.sqrt(eps2*k0**2 - kx**2)
r_te = (kz1 - kz2)/(kz1 + kz2)
r_tm = (eps2*kz1 - eps1*kz2)/(eps2*kz1 + eps1*kz2)


def film_waves(qx, kind):
    down, up = np.array([qx, 0, kz1]), np.array([qx, 0, -kz1])
    back = np.exp(2j*kz1*depth)
    if kind == "TE":
        return [(down, y), (up, r_te*back*y)]
    scale = n_film/(k0*eps1)
    return [(down, scale*np.array([kz1, 0, -qx])),
            (up, scale*r_tm*back*np.array([-kz1, 0, -qx]))]


def gradient(f, r, h=0.1):
    return np.array([(f(r + h*a) - f(r - h*a))/(2*h) for a in np.eye(3)])


def magnetic(r, waves):
    G = gradient(lambda p: field(p, waves), r)
    return np.array([G[1, 2] - G[2, 1], G[2, 0] - G[0, 2],
                     G[0, 1] - G[1, 0]])/(1j*k0)


def absorbed_power(r, waves):
    def flux(p):
        return 0.5*np.real(np.cross(field(p, waves), magnetic(p, waves).conj()))
    return -np.trace(gradient(flux, r))


# The fields at the substrate must have the impedance of the transmitted wave.
edge = np.array([13.0, 0, depth])
w_te, w_tm = film_waves(kx, "TE"), film_waves(-kx, "TM")
assert abs(field(edge, w_tm)[0]/magnetic(edge, w_tm)[1]
           / (kz2/(k0*eps2)) - 1) < 1e-3
assert abs(field(edge, w_te)[1]/magnetic(edge, w_te)[0]/(-k0/kz2) - 1) < 1e-3
film = w_te + w_tm
powers = []
for px in (0.0, period/4, period/2):
    for pz in (20.0, 45.0, 80.0):
        r = np.array([px, 0.0, pz])
        P = absorbed_power(r, film)
        expected = 0.5*k0*eps1.imag*intensity(field(r, film))
        assert abs(P/expected - 1) < 3e-3   # finite-difference error
        powers.append(P)
powers = np.array(powers).reshape(3, 3)
assert np.max(np.ptp(powers, axis=0)/powers.mean(axis=0)) < 3e-3
depths = np.linspace(0, depth, 401)
lateral = max(contrast(intensity(field(line(x, z), film))) for z in depths[::20])
assert lateral < 1e-11
control = w_te + film_waves(-kx, "TE")
assert contrast(intensity(field(line(x, 40.0), control))) > 0.999
profile = intensity(field(line(0*depths, depths), film))
depth_ratio = profile.max()/profile.min()
assert depth_ratio > 1.1

# --- Alignment errors
err = np.radians(2.0)
V_rot = two_beam_visibility(k1, y, k2, np.cos(err)*tm2 + np.sin(err)*y)
turn = np.array([[np.cos(err), -np.sin(err), 0],
                 [np.sin(err), np.cos(err), 0], [0, 0, 1]])
V_az = two_beam_visibility(k1, y, turn @ k2, turn @ tm2)
assert abs(V_rot - np.sin(err)) < 1e-4
assert abs(V_az - c*np.sin(err)) < 1e-4

# --- Residual molecular order (mean P2 = order) along a chosen axis
order = 0.02


def ordered_visibility(axis):
    P2 = 1.5*(dipoles @ axis)**2 - 0.5
    w = weights*(1 + 5*order*P2)
    assert abs(w @ P2 - order) < 1e-12
    return contrast(np.abs(E @ dipoles.T)**2 @ w)


V_order = ordered_visibility(np.array([1, 1, 0])/np.sqrt(2))
assert abs(V_order - 3*order*c/(2 + order*(1.5*c*c - 0.5))) < 1e-10
assert ordered_visibility(np.array([0.0, 0, 1])) < 1e-12

# --- Depletion of fixed single-axis acid generators
C = 0.03                  # cm2/mJ
D = 2*beam_dose
CD = C*D
q = np.abs(E @ dipoles.T)**2/intensity(E)[:, None]


def conversion(cd):
    return -np.expm1(-3*cd*q) @ weights


Y = conversion(CD)
a = 3*CD
Y_linear = 1 - np.sqrt(np.pi/a)/2*erf(np.sqrt(a))
Y_circular = 1 - dawsn(np.sqrt(a/2))/np.sqrt(a/2)
assert abs(Y[0] - Y_linear) < 1e-9 and abs(Y[90] - Y_circular) < 1e-9
assert np.allclose(Y, np.roll(Y, 180), atol=1e-10)
weak = 1e-3
Yw = conversion(weak)
for i in (0, 30, 60):
    assert abs((Yw[90] - Yw[i])/(0.3*weak**2*np.cos(phi[i])**2) - 1) < 0.01
V_deplete = contrast(Y)
blur = 10.0               # nm, standard deviation
images = np.arange(-3, 4)*period
gap = x[:, None, None] - x[None, :, None] - images
kernel = np.exp(-gap**2/(2*blur**2)).sum(axis=2)
kernel /= kernel.sum(axis=1, keepdims=True)
V_blur = contrast(kernel @ Y)
damping = np.exp(-2*np.pi**2*blur**2/(period/2)**2)
assert abs(V_blur/V_deplete/damping - 1) < 0.02

# --- Worked example
print(f"Vacuum wavelength: {wavelength:.1f} nm")
print(f"Resist index: {n_resist:.2f}; beam NA: {NA:.2f}")
print(f"Beam angle in resist: {np.degrees(theta):.2f} deg")
print(f"cos(theta): {c:.4f}; cos(2 theta): {np.cos(2*theta):.4f}")
print(f"Period of polarization pattern: {period:.2f} nm")
print(f"Dose of each beam: {beam_dose:.1f} mJ/cm2")
for name, V in (("TE+TE", V_te), ("TM+TM", V_tm), ("TE+TM", V_mix)):
    print(f"{name}: visibility {V:.4f}, dose min {D*(1-V):.2f}, "
          f"max {D*(1+V):.2f} mJ/cm2")
print("Crossed absorbers, signals in units of one beam's intensity:")
for i in (0, 60, 90, 180, 270):
    print(f" phi {i:3d} deg, x {x[i]:5.2f} nm: axis ratio "
          f"{axis_ratio(x[i]):.3f}, spin {spin(x[i])+0.0:+.3f}, "
          f"plus {I_plus[i]:.3f}, minus {I_minus[i]:.3f}, "
          f"sum {I_plus[i]+I_minus[i]:.3f}")
print(f"Direction-averaged signal: {average.mean():.4f} (one-beam units)")
print(f"Phase jitter half-width: {jitter:.1f} rad")
print(f" degree of polarization: {dop:.4f}; |E|^2: {dose_jitter:.4f}")
print(f"Film index: {n_film:.2f}; substrate index: {n_sub:.1f}")
print(f"Film thickness: {depth:.0f} nm")
print(f" reflectance TE: {abs(r_te)**2:.3f}; TM: {abs(r_tm)**2:.3f}")
print(f" dose max/min through depth: {depth_ratio:.2f}")
print(f" largest lateral visibility below 1e-11: {lateral < 1e-11}")
print(f"Alignment error: {np.degrees(err):.1f} deg")
print(f" visibility from polarization rotation: {V_rot:.4f}")
print(f" visibility from azimuth error: {V_az:.4f}")
print(f"Order parameter: {order:.2f}; visibility, axis at 45 deg: {V_order:.4f}")
print(f"Dill C: {C:.3f} cm2/mJ; total dose: {D:.1f} mJ/cm2; C*D: {CD:.2f}")
print(f" conversion, orientation-blind: {1-np.exp(-CD):.4f}")
print(f" conversion, fixed dipoles, linear: {Y[0]:.4f}")
print(f" conversion, fixed dipoles, circular: {Y[90]:.4f}")
print(f" depletion fringe period: {period/2:.2f} nm")
print(f" depletion visibility before blur: {V_deplete:.4f}")
print(f" acid blur: {blur:.1f} nm; damping factor: {damping:.4f}")
print(f" depletion visibility after blur: {V_blur:.4f}")
print("PASS")
```

Running it gives:

```
Vacuum wavelength: 193.0 nm
Resist index: 1.70; beam NA: 1.00
Beam angle in resist: 36.03 deg
cos(theta): 0.8087; cos(2 theta): 0.3080
Period of polarization pattern: 96.50 nm
Dose of each beam: 10.0 mJ/cm2
TE+TE: visibility 1.0000, dose min 0.00, max 40.00 mJ/cm2
TM+TM: visibility 0.3080, dose min 13.84, max 26.16 mJ/cm2
TE+TM: visibility 0.0000, dose min 20.00, max 20.00 mJ/cm2
Crossed absorbers, signals in units of one beam's intensity:
 phi   0 deg, x  0.00 nm: axis ratio 0.000, spin +0.000, plus 2.000, minus 0.000, sum 2.000
 phi  60 deg, x 16.08 nm: axis ratio 0.577, spin +0.866, plus 1.500, minus 0.500, sum 2.000
 phi  90 deg, x 24.12 nm: axis ratio 1.000, spin +1.000, plus 1.000, minus 1.000, sum 2.000
 phi 180 deg, x 48.25 nm: axis ratio 0.000, spin -0.000, plus 0.000, minus 2.000, sum 2.000
 phi 270 deg, x 72.38 nm: axis ratio 1.000, spin -1.000, plus 1.000, minus 1.000, sum 2.000
Direction-averaged signal: 0.6667 (one-beam units)
Phase jitter half-width: 1.0 rad
 degree of polarization: 0.8415; |E|^2: 2.0000
Film index: 1.70+0.02j; substrate index: 0.9+2.8j
Film thickness: 100 nm
 reflectance TE: 0.641; TM: 0.508
 dose max/min through depth: 4.29
 largest lateral visibility below 1e-11: True
Alignment error: 2.0 deg
 visibility from polarization rotation: 0.0349
 visibility from azimuth error: 0.0282
Order parameter: 0.02; visibility, axis at 45 deg: 0.0241
Dill C: 0.030 cm2/mJ; total dose: 20.0 mJ/cm2; C*D: 0.60
 conversion, orientation-blind: 0.4512
 conversion, fixed dipoles, linear: 0.3776
 conversion, fixed dipoles, circular: 0.4300
 depletion fringe period: 48.25 nm
 depletion visibility before blur: 0.0649
 acid blur: 10.0 nm; damping factor: 0.4283
 depletion visibility after blur: 0.0278
PASS
```
